\section*{Knudsen temperature jump and neutral gas heating between partially accommodating walls, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a uniform hot gas to the wall law}

\subsection{A gas that cools poorly at its walls}

Consider a monatomic gas between two parallel walls, a distance $L$ apart and both at temperature $T_w$. A plasma heats the neutral molecules at the rate $Q$ per unit volume, the same everywhere. There is no flow, and the pressure $p$ is uniform. The heat leaves through the walls. In a steady state the heat produced under unit wall area is $QL$, and by symmetry each wall receives
\begin{equation}
q=\frac{QL}{2}.
\label{eq:wallflux}
\end{equation}
This $q$ is the heat carried by neutral molecules alone. Ion bombardment, radiation and heat released by surface reactions also warm a real wall, but they are not part of this balance.

Suppose first that the molecules give up little energy in each wall collision, and that heat conduction inside the gas is very effective. A molecule then returns to the gas many times before it has lost its excess energy. Collisions between molecules keep the velocity distribution close to a Maxwellian at one temperature $T_g$ throughout the gap. The only unknown is $T_g$, and the energy balance at the wall determines it.

Two fluxes are needed. Let $z$ point towards the wall, let $m$ be the molecular mass and $n$ the number density, and define
\begin{equation}
v_0=\sqrt{\frac{2kT_g}{m}},\qquad \mathbf c=\frac{\mathbf v}{v_0}.
\end{equation}
In these variables the Maxwellian is $n\pi^{-3/2}e^{-c^2}\,d^3c$. The number of molecules that strike unit area per unit time is
\begin{align}
\Gamma&=n v_0\,\pi^{-3/2}\int_{c_z>0}c_z e^{-c^2}\,d^3c
= n v_0\,\pi^{-3/2}\cdot\frac12\cdot\pi
=\frac{n v_0}{2\sqrt\pi}.
\end{align}
The factor $1/2$ is the integral over $c_z$, and $\pi$ is the integral over the two transverse components. With $n=p/(kT_g)$ this becomes
\begin{equation}
\Gamma=\frac{p}{kT_g}\,\frac{1}{2\sqrt\pi}\sqrt{\frac{2kT_g}{m}}
=\frac{p}{\sqrt{2\pi mkT_g}} .
\label{eq:gamma}
\end{equation}

The energy of one molecule is $\tfrac12mv^2=kT_g\,c^2$. Write $c^2=c_z^2+c_\perp^2$, where $c_\perp$ is the transverse speed. The energy flux onto the wall is then
\begin{align}
E&=n v_0kT_g\,\pi^{-3/2}\int_{c_z>0}c_z\,(c_z^2+c_\perp^2)\,e^{-c^2}\,d^3c\nonumber\\
&=n v_0kT_g\,\pi^{-3/2}\left(\frac12\,\pi+\frac12\,\pi\right)
=\frac{n v_0kT_g}{\sqrt\pi}=2kT_g\,\Gamma .
\label{eq:twokT}
\end{align}
The first term uses $\int_0^\infty c_z^3e^{-c_z^2}dc_z=\tfrac12$, and the second uses $\int c_\perp^2e^{-c_\perp^2}d^2c_\perp=\pi$. A molecule that reaches the wall thus carries $2kT_g$ on average, more than the $\tfrac32kT_g$ of a molecule in the volume, because fast molecules reach the wall more often.

The wall is described by one number, the energy accommodation coefficient
\begin{equation}
\alpha=\frac{E_i-E_r}{E_i-E_w}.
\label{eq:alpha}
\end{equation}
Here $E_i$ is the incident energy flux and $E_r$ the reflected one. The reference $E_w$ is the energy flux that would leave if the same number of molecules came off as a Maxwellian at the wall temperature. For $\alpha=1$ the molecules forget their incident energy, and for $\alpha=0$ they keep all of it. No molecules accumulate or disappear at the wall, so the particle flux that leaves is also $\Gamma$. Equation~\eqref{eq:twokT} applied to a Maxwellian at $T_w$ gives $E_w=2kT_w\Gamma$. The net heat flux is therefore
\begin{equation}
q=E_i-E_r=\alpha(E_i-E_w)=2\alpha k\Gamma\,(T_g-T_w),
\end{equation}
or
\begin{equation}
T_g-T_w=\frac{1}{\alpha}\,\frac{q}{2k\Gamma}.
\label{eq:simple}
\end{equation}

The effect of incomplete accommodation is already visible. The heating fixes $q$, so each wall collision must remove the energy $q/\Gamma$ on average. If the wall accepts only the fraction $\alpha$ of the available excess $2k(T_g-T_w)$, the excess must grow by $1/\alpha$. Lower pressure acts in the same direction, because fewer molecules arrive to carry the same heat.

For a sense of size, take a model gas with $m=40$ atomic mass units, $T_w=300$~K, $L=5$~cm, $Q=500~\mathrm{W\,m^{-3}}$ and $p=1$~Pa. Then $q=12.5~\mathrm{W\,m^{-2}}$. Evaluated at the wall temperature, $2k\Gamma=0.664~\mathrm{W\,m^{-2}\,K^{-1}}$. With $\alpha=0.1$, equation~\eqref{eq:simple} gives $12.5/(0.1\times0.664)\approx188$~K. This is a first estimate, since $\Gamma$ itself depends on $T_g$.

\subsection{Where the simple case contradicts itself}

For $\alpha\to0$ at fixed $q$ the temperature difference diverges, as it should: a wall that accepts no energy cannot balance steady heating. For $q\to0$ the difference vanishes. Both limits are sensible.

The trouble appears at $\alpha=1$. A Maxwellian at rest is symmetric in $v_z$ and carries no heat. Yet heat must flow through the gas to reach the wall, so the distribution next to the wall cannot be the symmetric one used above. When $\alpha$ is small this hardly matters, because the energy flux carried by the asymmetry is then small compared with the available excess $2k\Gamma(T_g-T_w)$. When $\alpha$ is of order one, the asymmetry carries a flux comparable with that excess. It has to be included.

\subsection{The distribution of a gas that conducts heat}

A simple collision model shows the form of the asymmetry. In the BGK model, collisions drive the distribution $f$ towards the local Maxwellian $f_M$ in a relaxation time $\tau$:
\begin{equation}
v_z\frac{\partial f}{\partial z}=\frac{f_M-f}{\tau}.
\label{eq:bgk}
\end{equation}
The heating term is left out here; its direct effect on $f$ is considered below. If the temperature changes little over the distance $v_0\tau$, then $f$ may be replaced by $f_M$ on the left, and to first order
\begin{equation}
f=f_M-\tau v_z\frac{\partial f_M}{\partial z}.
\end{equation}
At uniform pressure $n\propto1/T$, so that
\begin{equation}
\ln f_M=\text{const}-\frac52\ln T-\frac{mv^2}{2kT}.
\end{equation}
One power of $T$ comes from the density and the other three halves from the normalization of the Maxwellian. Differentiation at fixed velocity gives
\begin{equation}
\frac{1}{f_M}\frac{\partial f_M}{\partial z}
=\left(\frac{mv^2}{2kT}-\frac52\right)\frac1T\frac{dT}{dz}
=\left(c^2-\frac52\right)\frac1T\frac{dT}{dz}.
\end{equation}
Hence
\begin{equation}
f=f_M\left[1+a\,c_z\left(c^2-\frac52\right)\right],\qquad
a=-\frac{\tau v_0}{T}\frac{dT}{dz}.
\label{eq:ce}
\end{equation}
The temperature falls towards the wall, so $dT/dz<0$ and $a>0$. Fast molecules, with $c^2>5/2$, are then in excess among those moving towards the wall, and slow ones are in deficit. This is how the gas transports energy without transporting molecules.

Both statements can be verified with Gaussian averages, $\langle X\rangle=\pi^{-3/2}\int Xe^{-c^2}d^3c$. The ones needed are
\begin{equation}
\langle c^2\rangle=\frac32,\qquad \langle c^4\rangle=\frac{15}{4},\qquad
\langle c^6\rangle=\frac{105}{8},
\end{equation}
and isotropy gives $\langle c_z^2\,g(c)\rangle=\tfrac13\langle c^2g(c)\rangle$ for any function $g$ of the speed. The net particle flux is
\begin{equation}
nv_0a\left\langle c_z^2\left(c^2-\tfrac52\right)\right\rangle
=\frac{nv_0a}{3}\left(\frac{15}{4}-\frac52\cdot\frac32\right)=0 .
\end{equation}
The heat flux, with $nkT=p$, is
\begin{equation}
q=pv_0a\left\langle c_z^2c^2\left(c^2-\tfrac52\right)\right\rangle
=\frac{pv_0a}{3}\left(\frac{105}{8}-\frac52\cdot\frac{15}{4}\right)
=\frac54\,p\,v_0\,a .
\label{eq:qa}
\end{equation}
Inserting $a$ and comparing with $q=-K\,dT/dz$ gives the thermal conductivity of this model,
\begin{equation}
K=\frac54\,\frac{pv_0^2\tau}{T}=\frac52\,\frac{k}{m}\,p\tau .
\label{eq:K}
\end{equation}

Equation~\eqref{eq:qa} also states the condition for the expansion. The correction is small when $a\ll1$, that is, when $q\ll pv_0$.

\subsection{Half of the heat flux arrives with the incident molecules}

Maxwell's approximation is to use the bulk distribution~\eqref{eq:ce} right up to the wall for the incoming molecules, those with $c_z>0$. The temperature $T_g$ in it is the bulk temperature profile extrapolated to the wall. In reality the distribution changes within a few mean free paths of the surface, in the Knudsen layer. That change is neglected here, and its size is calculated in the second half.

The incident particle flux has two parts. The Maxwellian part gives $\Gamma$ of equation~\eqref{eq:gamma}. In the correction the integrand is $c_z\cdot c_z(c^2-5/2)e^{-c^2}$, which is even in $c_z$. Its integral over $c_z>0$ is half its integral over all velocities, and the full integral is zero. The correction therefore leaves the incident particle flux unchanged.

The same parity applies to the energy flux. The integrand of the correction, $c_z\cdot c^2\cdot c_z(c^2-5/2)e^{-c^2}$, is even in $c_z$, and its integral over all velocities is the full heat flux $q$. The half with $c_z>0$ contributes $q/2$. Together with equation~\eqref{eq:twokT},
\begin{equation}
E_i=2kT_g\Gamma+\frac q2 .
\label{eq:Ei}
\end{equation}

The argument does not depend on the BGK model. Another collision law replaces $c^2-\tfrac52$ by another function $A(c)$ of the speed, but the correction is still proportional to $c_zA(c)$ and still carries no net molecules. Those two properties are the ones that were used.

\subsection{The temperature jump}

The reflected molecules have the same particle flux $\Gamma$, so again $E_w=2kT_w\Gamma$. The definition~\eqref{eq:alpha} gives
\begin{equation}
q=\alpha(E_i-E_w)=\alpha\left[2k\Gamma(T_g-T_w)+\frac q2\right].
\end{equation}
Collecting $q$ on the left,
\begin{equation}
q\left(1-\frac\alpha2\right)=2\alpha k\Gamma(T_g-T_w),
\end{equation}
and solving for the temperature difference,
\begin{equation}
\boxed{\;T_g-T_w=\frac{2-\alpha}{2\alpha}\,\frac{q}{2k\Gamma},\qquad
\Gamma=\frac{p}{\sqrt{2\pi mkT_g}}\;}
\label{eq:jump}
\end{equation}

For $\alpha\ll1$ the prefactor tends to $1/\alpha$ and the simple case~\eqref{eq:simple} returns. For $\alpha=1$ the prefactor is $1/2$, so the jump is half of what the uniform gas would need. The molecules that reach the wall come from a hotter region, and this origin already supplies half of the heat flux. The temperature difference at the wall has to supply the other half.

How large may the jump be? From equation~\eqref{eq:twokT}, $2k\Gamma T_g=nv_0kT_g/\sqrt\pi=pv_0/\sqrt\pi$. Dividing equation~\eqref{eq:jump} by $T_g$ yields
\begin{equation}
\frac{T_g-T_w}{T_g}=\sqrt\pi\;\frac{2-\alpha}{2\alpha}\;\frac{q}{pv_0}.
\label{eq:relative}
\end{equation}
The derivation requires $q/(pv_0)\ll1$. It does not require a small jump. When $\alpha$ is small, the right side can be a sizeable fraction of one while the gas remains close to a Maxwellian.

\subsection{The jump as a length}

Since $q=K|dT/dz|$ at the wall, the jump can be written as $T_g-T_w=g\,|dT/dz|$ with
\begin{equation}
g=\frac{2-\alpha}{2\alpha}\,\frac{K}{2k\Gamma}
=\frac{2-\alpha}{\alpha}\,\frac{K\sqrt{2\pi mkT_g}}{4kp}.
\label{eq:g}
\end{equation}
Geometrically, a straight continuation of the gas temperature profile reaches $T_w$ at the distance $g$ behind the wall surface.

To compare $g$ with a mean free path one needs the viscosity $\eta$. For a monatomic gas I take the lowest-order kinetic relation $K=\tfrac{15}{4}(k/m)\eta$ as an input; it serves only for this conversion. With the mean free path defined by $\lambda=(\eta/p)\sqrt{\pi kT_g/(2m)}$,
\begin{align}
\frac{K\sqrt{2\pi mkT_g}}{4kp}
&=\frac{15}{16}\,\frac{\eta}{p}\sqrt{\frac{2\pi kT_g}{m}}
=\frac{15}{16}\,\frac{\eta}{p}\cdot2\sqrt{\frac{\pi kT_g}{2m}}
=\frac{15}{8}\lambda,
\end{align}
so that
\begin{equation}
g=\frac{15}{8}\,\frac{2-\alpha}{\alpha}\,\lambda .
\label{eq:glambda}
\end{equation}
At complete accommodation $g$ is about two mean free paths. At $\alpha=0.1$ the factor $(2-\alpha)/\alpha$ is 19, and $g$ is about 36 mean free paths. A gap can thus be many mean free paths wide and still have its gas temperature controlled by the walls.

\section{The heated gap and the accuracy of the result}

We now have the temperature jump at a wall for a given heat flux, pressure and accommodation coefficient, derived with the Knudsen layer neglected. It remains to combine the jump with conduction across the heated gap, to solve for the gas temperature, and to find how much the neglected layer changes the result.
